# The paired structure of the Casida problem: a notebook

For a linear H\(_4\) chain with spacing 1.8 bohr, in restricted LDA (Slater exchange, VWN5 correlation) with the STO-3G basis, the linearized time-dependent Kohn-Sham equation has eight singlet frequencies: \(\pm0.50643\), \(\pm0.61342\), \(\pm1.00533\), \(\pm1.16647\) Ha. The eigenvectors \((X,Y)\) of the two dipole-allowed modes have \(X_1\cdot X_2=0.004854\) and \(Y_1\cdot Y_2=0.004854\), so they are not orthogonal in the ordinary sense, while the difference of the two products vanishes. Both facts need an explanation. Hartree atomic units are used, and the six-digit numbers serve the arithmetic of this model and are not predictions for a real chain. The basis is far from converged: the lowest bright root falls from 0.506 Ha to 0.327 Ha in cc-pVDZ and 0.269 Ha in aug-cc-pVDZ, and the static polarizability of section 6 rises from 18.0 to 34.7 and 37.5 bohr\(^3\).

## 1. The equation

Let \(P\) be the density matrix in the basis of ground-state spin orbitals (\(i,j\) occupied, \(a,b\) virtual, \(n\) pairs), obeying \(i\dot P=[F(P),P]\). Idempotency to first order, \(\delta P=P_0\delta P+\delta P P_0\), reads \(\delta P_{ij}=2\delta P_{ij}\) and \(\delta P_{ab}=0\), so only mixed blocks survive. Under a perturbation \(\hat v(e^{-i\omega t}+e^{i\omega t})\) with Hermitian \(\hat v\), write
\[ \delta P_{ai}=x_{ia}e^{-i\omega t}+y_{ia}^*e^{i\omega t},\qquad \delta P_{ia}=\delta P_{ai}^* . \]
With \(\Delta_{ia}=\varepsilon_a-\varepsilon_i\), the commutator has elements \([F,P]_{ai}=\Delta_{ia}\delta P_{ai}+\delta F_{ai}\) and \([F,P]_{ia}=-\Delta_{ia}\delta P_{ia}-\delta F_{ia}\). The \(e^{-i\omega t}\) parts give
\[ \omega x_{ia}=\Delta_{ia}x_{ia}+\delta F_{ai},\qquad -\omega y_{ia}=\Delta_{ia}y_{ia}+\delta F_{ia}. \]
The density change at this frequency is \(\delta\rho=\sum_{jb}(x_{jb}\phi_b\phi_j^*+y_{jb}\phi_j\phi_b^*)\). The Hartree plus exchange-correlation kernel \(f\) is taken adiabatic: real, symmetric and independent of \(\omega\). With \((pq|f|rs)=\iint\phi_p^*\phi_q\,f\,\phi_r^*\phi_s\), \(\delta F_{pq}=v_{pq}+\sum_{jb}[(pq|f|jb)x_{jb}+(pq|f|bj)y_{jb}]\). Define
\[ A_{ia,jb}=\Delta_{ia}\delta_{ij}\delta_{ab}+(ai|f|jb),\qquad B_{ia,jb}=(ai|f|bj). \]
Reality of \(f\) gives \((pq|f|rs)^*=(qp|f|sr)\), so the second equation contains \((ia|f|jb)=B^*_{ia,jb}\) and \((ia|f|bj)=(ai|f|jb)^*\). Symmetry of \(f\) gives \((pq|f|rs)=(rs|f|pq)\), so \(B_{jb,ia}=(bj|f|ai)=B_{ia,jb}\) and \((bj|f|ia)^*=(jb|f|ai)=(ai|f|jb)\). Hence \(B=B^T\), \(A=A^\dagger\), and with \(v\) the vector of \(v_{ai}\),
\[ (M-\omega\eta)\binom{x}{y}=-\binom{v}{v^*},\quad M=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix}=M^\dagger,\quad \eta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}. \]
Free modes \(Z=(X,Y)\) solve the Casida problem \(MZ=\Omega\eta Z\), that is \(NZ=\Omega Z\) with \(N=\eta M\), since \(\eta^2=1\). The indefinite product is \(\langle Z|W\rangle=Z^\dagger\eta W\).

For a closed shell with real orbitals the combinations \((x_\uparrow\pm x_\downarrow)/\sqrt2\) decouple, giving \(A=\Delta+K\), \(B=K\) with \(K=K^{\uparrow\uparrow}\pm K^{\uparrow\downarrow}\). The singlet has \(K=2(ia|jb)+(ia|f^{xc}_{\uparrow\uparrow}+f^{xc}_{\uparrow\downarrow}|jb)\), the triplet \(K=(ia|f^{xc}_{\uparrow\uparrow}-f^{xc}_{\uparrow\downarrow}|jb)\).

## 2. One pair

Take \(n=1\), real \(A=a\), \(B=b\). The rows are \(aX+bY=\Omega X\) and \(bX+aY=-\Omega Y\). Their sum and difference are
\[ (a+b)(X+Y)=\Omega(X-Y),\qquad (a-b)(X-Y)=\Omega(X+Y), \]
and substituting one into the other gives \(\Omega^2=(a+b)(a-b)\). The factors \(a\pm b\) are the eigenvalues of \(M\). If both are positive, the roots are real and opposite. For \(\Omega>0\) the first equation makes \(X+Y\) and \(X-Y\) of equal sign, so \(X^2-Y^2=(X+Y)(X-Y)\) can be scaled to \(+1\), and then \((X+Y)^2=\Omega/(a+b)\). Exchanging \(X\) and \(Y\) exchanges the two rows and reverses \(\Omega\), so \((Y,X)\) is the mode at \(-\Omega\), with norm \(-1\). In the limit \(b=0\) the modes are \((1,0)\) and \((0,1)\) at \(\pm a\).

For the pair \(2\to3\) of H\(_4\) alone, \(a-b=\Delta=0.331084\), \(a+b=0.554347+0.223262=0.777609\), and \(\Omega^2=0.257454\) Ha\(^2\), which is 0.4% above the full value 0.256469.

## 3. What holds for any \(A=A^\dagger\), \(B=B^T\)

The exchange generalizes to \(\Sigma=\begin{pmatrix}0&1\\1&0\end{pmatrix}\), with \(\Sigma^2=1\). Conjugating \(M\) and swapping block rows and columns restores it, \(\Sigma M^*\Sigma=M\), while \(\Sigma\eta\Sigma=-\eta\). Define \(\bar Z=\Sigma Z^*=(Y^*,X^*)\). Conjugating \(MZ=\Omega\eta Z\) and multiplying by \(\Sigma\),
\[ M\bar Z=\Sigma M^*\Sigma\,\Sigma Z^*=\Omega^*\,\Sigma\eta\Sigma\,\bar Z=-\Omega^*\eta\bar Z . \]
The partner vector belongs to \(-\Omega^*\), which equals \(-\Omega\) only for a real root. Physically it is the same motion. A free mode moves as \(\delta P_{ai}=X_{ia}e^{-i\Omega t}+Y_{ia}^*e^{i\Omega^*t}\), where the conjugate in the second exponent keeps \(\delta P\) Hermitian for a complex root and is idle for a real one, and this expression is unchanged under \(X\to Y^*\), \(Y\to X^*\), \(\Omega\to-\Omega^*\).

A second symmetry completes the pairing. First, \(\Sigma N^*\Sigma=(\Sigma\eta\Sigma)(\Sigma M^*\Sigma)=-N\), so \(N^*\) is similar to \(-N\). Second, \(N^\dagger=M\eta=\eta N\eta\), so \(N\) is similar to \(N^\dagger=(N^*)^T\), which has the characteristic polynomial of \(N^*\). Thus \(N\), \(N^*\) and \(-N\) share one characteristic polynomial, and \(\pm\Omega,\pm\Omega^*\) occur with equal algebraic multiplicity. Hermiticity alone does not give the pairing: a random Hermitian \(M\) without the swap symmetry keeps the conjugation symmetry, but its best matching of roots to their negatives misses by 1.830 in the numerical check.

For orthogonality, let \(M\) act to the right and to the left in \(Z_m^\dagger MZ_n\). To the right it gives \(\Omega_n\langle Z_m|Z_n\rangle\). To the left, \(Z_m^\dagger M=(MZ_m)^\dagger=\Omega_m^*Z_m^\dagger\eta\). Therefore
\[ (\Omega_n-\Omega_m^*)\langle Z_m|Z_n\rangle=0 . \]
With \(m=n\), a non-real root has zero norm. Also
\[ \langle\bar Z_m|\bar Z_n\rangle=Z_m^T\Sigma\eta\Sigma Z_n^*=-\langle Z_m|Z_n\rangle^* . \]
For the two H\(_4\) modes the relation demands \(X_1\cdot X_2=Y_1\cdot Y_2\):
\[ 1.022208(0.035994)-0.031914(1.000785)=0.036793-0.031939=0.004854, \]
\[ 0.214011(0.020079)+0.011229(0.049633)=0.004297+0.000557=0.004854 . \]
Between \(\bar Z_1\) and \(Z_2\) it demands \(Y_1\cdot X_2=X_1\cdot Y_2\), and both are \(-0.018941\).

## 4. Stability, norms and completeness

Normalization and completeness do not follow from section 3 alone; a sufficient further assumption is \(M>0\). To see its meaning, rotate the orbitals statically, \(\delta P_{ai}=x_{ia}\). Idempotency at second order gives \(\delta P^{(2)}_{ii}=-\sum_a|x_{ia}|^2\) and \(\delta P^{(2)}_{aa}=\sum_i|x_{ia}|^2\), so \(\mathrm{tr}\,F_0\,\delta P^{(2)}=\sum\Delta_{ia}|x_{ia}|^2\). Adding \(\tfrac12\iint\delta\rho f\delta\rho\), whose four terms are the kernel blocks of \(M\),
\[ E^{(2)}=\tfrac12 Z^\dagger MZ,\qquad Z=(x,x^*)=\bar Z . \]
Any vector is \(Z_1+iZ_2\) with \(Z_1=(Z+\bar Z)/2\), \(Z_2=(Z-\bar Z)/2i\) both of this form. Since \(\bar Z_1^\dagger M\bar Z_2=(Z_1^\dagger MZ_2)^*\), the product \(Z_1^\dagger MZ_2\) is real, the cross terms \(iZ_1^\dagger MZ_2-iZ_2^\dagger MZ_1\) cancel, and \(M>0\) is equivalent to a positive energy curvature for all orbital rotations in the channel considered.

Assume it. Then \(Z^\dagger MZ=\Omega\langle Z|Z\rangle>0\) with \(\langle Z|Z\rangle\) real, so \(\Omega\) is real, nonzero, and has the sign of the norm. For a full set of vectors, form the Hermitian matrix \(H=M^{1/2}\eta M^{1/2}\), which satisfies \(N=M^{-1/2}HM^{1/2}\). It has \(2n\) orthonormal eigenvectors, \(Hu_k=\lambda_ku_k\). Set \(Z_k=|\lambda_k|^{1/2}M^{-1/2}u_k\). Then \(NZ_k=|\lambda_k|^{1/2}M^{-1/2}Hu_k=\lambda_kZ_k\), and
\[ \lambda_l\langle Z_k|Z_l\rangle=Z_k^\dagger MZ_l=|\lambda_k\lambda_l|^{1/2}u_k^\dagger u_l=|\lambda_l|\,\delta_{kl}. \]
The norm is \(\operatorname{sign}\lambda_l\), and orthogonality holds inside degenerate levels too. No root is zero and the spectrum is symmetric with multiplicity, so exactly \(n\) roots are positive. Call them \(\Omega_n\), with vectors \(Z_n\), and use \(\bar Z_n\) for \(-\Omega_n\):
\[ \langle Z_m|Z_n\rangle=\delta_{mn},\qquad\langle\bar Z_m|\bar Z_n\rangle=-\delta_{mn},\qquad\langle\bar Z_m|Z_n\rangle=0, \]
the last because \(\Omega_n+\Omega_m\neq0\). In a degenerate level orthogonality is a choice: a non-Hermitian solver returned unit vectors with an off-diagonal \(|\langle Z_m|Z_n\rangle|\) of 0.186 in a degenerate model, a value that depends on the solver. On such a level \(\langle Z|W\rangle=Z^\dagger MW/\Omega\) is definite, so a Cholesky factorization of the overlap matrix repairs it.

Collect \(W=(Z_1\ldots Z_n,\bar Z_1\ldots\bar Z_n)\). The three relations are \(W^\dagger\eta W=\eta\), so \(\eta W^\dagger\eta\) is a left inverse of the square matrix \(W\), hence also a right inverse:
\[ W\eta W^\dagger\eta=\sum_n\left(Z_nZ_n^\dagger-\bar Z_n\bar Z_n^\dagger\right)\eta=1 . \]
With \(X,Y\) now the \(n\times n\) matrices of amplitudes, \(W=\begin{pmatrix}X&Y^*\\Y&X^*\end{pmatrix}\), and the upper blocks of \(W\eta W^\dagger=\eta\) are \(XX^\dagger-Y^*Y^T=1\) and \(XY^\dagger-Y^*X^T=0\). For \(B=0\), the Tamm-Dancoff limit, \(Y=0\) and this is ordinary completeness for the Hermitian \(A\). In the H\(_4\) block the diagonals give \(1.046204-0.046204=1\) and \(1.002590-0.002590=1\), and the off-diagonal elements cancel, \(0.003400-0.003400\).

## 5. Spectral resolution

Now \(NW=W\Lambda\) with \(\Lambda=\mathrm{diag}(\Omega,-\Omega)\), so \((N-\omega)^{-1}=W(\Lambda-\omega)^{-1}\eta W^\dagger\eta\). Since \(M-\omega\eta=\eta(N-\omega)\), its inverse is \((N-\omega)^{-1}\eta=W(\Lambda-\omega)^{-1}\eta W^\dagger\). The diagonal factor is \(1/(\Omega_n-\omega)\) for \(Z_n\) and \(-1/(-\Omega_n-\omega)\) for \(\bar Z_n\):
\[ (M-\omega\eta)^{-1}=\sum_n\left[\frac{Z_nZ_n^\dagger}{\Omega_n-\omega}+\frac{\bar Z_n\bar Z_n^\dagger}{\Omega_n+\omega}\right]. \]
The negative norm cancels against the negative root, and at \(\omega=0\) the sum is positive, as \(M^{-1}\) must be. At large \(\omega\) the left side tends to \(-\eta/\omega\) and the right to \(-\sum(ZZ^\dagger-\bar Z\bar Z^\dagger)/\omega\), which is completeness. Because \(-(2\pi i)^{-1}\oint dz/(\Omega_n-z)=1\) on a counterclockwise circle round \(\Omega_n\) alone, \(-(2\pi i)^{-1}\oint(N-z)^{-1}dz=Z_nZ_n^\dagger\eta\), summed over the level if it is degenerate. Likewise \(\eta M\eta=N\eta=W\Lambda\eta W^\dagger=\sum_n\Omega_n(Z_nZ_n^\dagger+\bar Z_n\bar Z_n^\dagger)\).

An electron in a field \(E\) along \(z\) has \(\hat v=Ez\), so the source is \(-ED\) with \(D=(d,d^*)\), \(d_{ia}=z_{ai}\). The induced dipole is \(-\sum(z_{ia}x_{ia}+z_{ai}y_{ia})=-D^\dagger(x,y)\), and \(\alpha(\omega)=D^\dagger(M-\omega\eta)^{-1}D\). In the singlet channel the source is \((z+z)/\sqrt2\), so \(d=\sqrt2\langle i|z|a\rangle\). With \(t_n=D^\dagger Z_n=d^*\!\cdot X_n+d\cdot Y_n\), the partner has \(D^\dagger\bar Z_n=d^*\!\cdot Y_n^*+d\cdot X_n^*=t_n^*\). Adding the two fractions,
\[ \alpha(\omega)=\sum_n\frac{f_n}{\Omega_n^2-\omega^2},\qquad f_n=2\Omega_n|t_n|^2,\qquad \sum_nf_n=D^\dagger\eta M\eta D . \]
Here \(f_n\) is the \(zz\) component, without orientational averaging. The response is even in \(\omega\) and every \(f_n\ge0\). For real orbitals \(\eta D=(d,-d)\) and the sum is \(2d(A-B)d\), equal to \(2\sum\Delta_{ia}d_{ia}^2\) and free of the kernel when \(A-B=\Delta\), as for LDA. One-pair check: direct inversion gives \((a^2-\omega^2-b^2)^{-1}\begin{pmatrix}a+\omega&-b\\-b&a-\omega\end{pmatrix}\), so \(\alpha=2d^2(a-b)/(\Omega^2-\omega^2)\), while \(f=2\Omega d^2\,\Omega/(a+b)=2d^2(a-b)\).

## 6. The H\(_4\) block

For real \(A,B\) the sum and difference equations of the one-pair case hold as matrix equations. \(A-B>0\) because \((x,-x)^TM(x,-x)=2x(A-B)x\). Eliminating \(X-Y\) gives \((A-B)(A+B)(X+Y)=\Omega^2(X+Y)\). Put \(S=(A-B)^{1/2}\) and \(X+Y=S\,T/\sqrt\Omega\), and multiply by \(S^{-1}\):
\[ S(A+B)S\,T=\Omega^2T . \]
Then \(X-Y=\Omega S^{-2}(X+Y)=\sqrt\Omega S^{-1}T\), the norm is \((X+Y)\cdot(X-Y)=T\cdot T\), and \(\sum_n(X+Y)_n(X-Y)_n^T=S\,(\sum TT^T)S^{-1}=1\).

The singlet \(M\) has lowest eigenvalue 0.3311 Ha, so the results of section 4 apply. The odd-parity pairs \(2\to3\) and \(1\to4\) decouple from the other two and carry all of \(d\). Their gaps are \(0.114378+0.216707\approx0.331084\) and \(0.642507+0.413732\approx1.056240\) Ha. The reduced matrix has elements \(0.257454\), \(1.056240(1.171759+0.115519)=1.359674\), and off the diagonal \(2(0.027878)\sqrt{0.331084\times1.056240}\approx0.03297\) Ha\(^2\). Its mean diagonal is 0.808564 and its half difference 0.551110, so
\[ \Omega^2=0.808564\mp\sqrt{0.551110^2+0.032971^2}=0.808564\mp0.552095, \]
giving \(\Omega_1=0.506427\) Ha (13.78 eV) and \(\Omega_2=1.166473\) Ha (31.74 eV). Dropping \(B\) would give 0.553090 Ha for the lower root, 9% above \(\Omega_1\).

For the lower mode \(X\cdot X-Y\cdot Y=1.045927-0.045927=1\), and \(X+Y=(0.808197,-0.043143)\). With \(d=(-2.641626,-0.127954)\) bohr, \(t_1=-2.13495+0.00552=-2.1294\) bohr and \(f_1=2(0.506427)(2.129432)^2=4.5928\). The upper mode has \(f_2=0.0626\). The sum 4.6553 equals \(2[0.331084(2.641626)^2+1.056240(0.127954)^2]=2(2.31037+0.01729)\). In a complete basis \([z,[h,z]]=1\) for a local Kohn-Sham Hamiltonian \(h\), and summing its expectation value \(2\sum_p(\varepsilon_p-\varepsilon_i)|z_{ip}|^2\) over occupied spin orbitals, where occupied-occupied terms cancel by antisymmetry, gives the electron number 4. The identity does not survive projection on four functions, and the sum here is 16% above 4.

The polarizabilities are \(\alpha(0)=4.592769/0.256469+0.0460=17.9077+0.0460=17.954\) bohr\(^3\) and \(\alpha(0.1)=4.592769/0.246469+0.0463=18.681\) bohr\(^3\). The numerical check finds the same roots from a finite-difference Jacobian of the equation of motion, \(\alpha(0.1)\) from its driven solution, and \(\alpha(0)\) from finite-field calculations.

## 7. Where it fails

As long as the kernel is adiabatic, the results of section 3 hold and only those resting on \(M>0\) can be lost. The last case below, a frequency-dependent kernel, removes the orthogonality relation of section 3 as well.

For \(a=b=1\), at the edge of stability, \(N^2=0\) with \(N\neq0\), so there is a single eigenvector \((1,-1)\), of zero norm. The inverse above becomes \(-\omega^{-2}\begin{pmatrix}1+\omega&-1\\-1&1-\omega\end{pmatrix}\), a double pole that no sum of simple poles reproduces.

For \(a=-1\), \(b=0.6\), \(\Omega^2=(-0.4)(-1.6)\) and the roots \(\pm0.8\) are real. At \(+0.8\), \(X-Y=-0.5(X+Y)\), so \(Y=3X\) and the unit vector has norm \((1-9)/(1+9)=-0.8\). Real roots therefore do not prove stability. Since \(-M>0\), completeness survives with the signs exchanged, and \(f=2d^2(a-b)\) is negative.

For \(A=\mathrm{diag}(1,-1)\), \(B_{12}=B_{21}=0.5\), the components \(X_1,Y_2\) obey \(X_1+0.5Y_2=\Omega X_1\) and \(-0.5X_1+Y_2=\Omega Y_2\). Then \((1-\Omega)^2+0.25=0\), \(\Omega=1\pm0.5i\), and \(Y_2=\pm iX_1\) has zero norm. The partners supply \(-1\pm0.5i\).

The chain itself fails in the triplet channel when stretched. Rotating up and down orbitals by \(\pm s\,c\), with \(c\) a real unit eigenvector of \(A+B\) of eigenvalue \(\lambda\), is a triplet amplitude \(x=\sqrt2sc\), so \(E^{(2)}=x(A+B)x=2s^2\lambda\) and \(E''=4\lambda\). At 1.8 bohr the lowest \(\lambda\) and \(E''/4\) from the unrestricted energy are both 0.207679 Ha, and all four \(\Omega^2\) are positive. At 4.0 bohr they are \(-0.092074\) and \(-0.092073\) Ha. All gaps are still positive, so \(S\) exists, and \(T=S^{-1}c\) gives \(T\,S(A+B)S\,T=\lambda<0\), which forces a negative \(\Omega^2\). Two appear, \(-0.006244\) and \(-0.004338\) Ha\(^2\). A finer integration grid moves \(\lambda\) and the first of these by one unit in the last digit. In aug-cc-pVDZ there are still two negative roots, but smaller, \(-0.0030\) and \(-0.0013\) Ha\(^2\), with \(\lambda=-0.053\) Ha. The map \(c=ST\) carries the plane of their eigenvectors to a plane on which \(A+B\) is negative, so the restricted solution has two independent descending directions. The first gives \(\Omega=\pm0.0790\,i\) Ha (2.15 eV in magnitude), a spin polarization that in linear response grows or decays as \(e^{\pm|\Omega|t}\). For an imaginary root \(-\Omega^*=\Omega\), so \(\bar Z\) is proportional to \(Z\) and the \(-\Omega\) mode is a different vector. The unit vector has zero norm and overlap 0.909 in magnitude with the vector of the conjugate root, the one overlap that the factor \(\Omega_n-\Omega_m^*\) permits.

With a frequency-dependent kernel the problem \(M(\Omega)Z=\Omega\eta Z\) has a different matrix at each root, so the two-way evaluation of \(Z_m^\dagger MZ_n\), the count of \(2n\) roots and the completeness proof do not carry over.

## Values computed for the example and the checks

```
degenerate model: raw off-diagonal metric overlap = 0.186
Hermitian M without swap symmetry: pairing mismatch = 1.830
A=diag(1,-1), B12=0.5: roots (Ha) = [-1.-0.5j -1.+0.5j  1.-0.5j  1.+0.5j]
A=-1, B=0.6: Omega = 0.8000 Ha, norm of unit vector = -0.8000
A=B=1: det(M-w eta) = -w**2 ; w^-2 coefficient = [[-1, 1], [1, -1]]
H4 spacing = 1.8 bohr, LDA/STO-3G energy = -2.173647 Ha
orbital energies (Ha) = [-0.413732 -0.216707  0.114378  0.642507]
u pairs (2->3, 1->4): delta eps (Ha) = [0.331084 1.056240]
u block A11 A12 A22 (Ha) = [0.554347 0.027878 1.171759]
u block B11 B12 B22 (Ha) = [0.223262 0.027878 0.115519]
u block reduced matrix 11 12 22 (Ha^2) = [0.257454 0.032971 1.359674]
u block d=sqrt2<i|z|a> (bohr) = [-2.641626 -0.127954]
eigenvalues of M (Ha) = [0.3311 0.5281 0.6626 0.7716 0.8592 1.0562 1.2648 1.2933]
all singlet Omega (Ha) = [0.506427 0.613418 1.005328 1.166473]
all singlet Omega (eV) = [13.781 16.692 27.356 31.741]
TDKS Jacobian roots (Ha) = [-1.16647 -1.00533 -0.61342 -0.50643  0.50643  0.61342  1.00533  1.16647]
u state: Omega = 0.506427 Ha = 13.781 eV, Omega^2 = 0.256469 Ha^2
  X = [ 1.022208 -0.031914]  Y = [-0.214011 -0.011229]
  X.X = 1.045927, Y.Y = 0.045927, X.X-Y.Y = 1.000000
  t = -2.129432 bohr, f_zz = 4.592769
  share of alpha(0) = 17.9077, of alpha(0.1) = 18.6343 bohr^3
u state: Omega = 1.166473 Ha = 31.741 eV, Omega^2 = 1.360660 Ha^2
  X = [0.035994 1.000785]  Y = [-0.020079 -0.049633]
  X.X = 1.002867, Y.Y = 0.002867, X.X-Y.Y = 1.000000
  t = -0.163746 bohr, f_zz = 0.062553
  share of alpha(0) = 0.0460, of alpha(0.1) = 0.0463 bohr^3
u states: X1.X2 = 0.004854, Y1.Y2 = 0.004854
u states: X1.Y2 = -0.018941, Y1.X2 = -0.018941
u block diag XX^T = [1.046204 1.002590]  YY^T = [0.046204 0.002590]
u block off-diag XX^T = 0.003400, YY^T = 0.003400
u block eigenvalues of A alone (Ha) = [0.553090 1.173015]
sum f_zz = 4.655322; 2 d(A-B)d = 4.655322
alpha_zz(0): spectral = 17.9537, finite field = 17.9537 bohr^3
alpha_zz(0.1 Ha): spectral = 18.6806, driven TDKS = 18.6806 bohr^3
triplet, 1.8 bohr: min eig(A+B) = 0.207679 Ha, E''/4 = 0.207679 Ha
triplet, 1.8 bohr: Omega^2 (Ha^2) = [0.069177 0.228379 0.658545 0.977425]
4.0 bohr: delta eps, pairs 1-3 1-4 2-3 2-4 (Ha) = [0.091399 0.143700 0.053744 0.106045]
triplet, 4.0 bohr: min eig(A+B) = -0.092074 Ha, E''/4 = -0.092073 Ha
triplet, 4.0 bohr: Omega^2 (Ha^2) = [-0.006244 -0.004338  0.008537  0.009655]
imaginary pair: |Omega| = 0.079016 Ha = 2.150 eV
unit vectors: |self norm| = 0.000000, |overlap with conjugate root| = 0.908834
```
